# Field energy and the pinning factor for constant-density gap states

## The decision that depends on the result

A gate-stack model needs the effective work function of the metal on its dielectric. When charge passes between the metal and gap states in the dielectric, one must decide whether the field energy of the resulting dipole is enough, or whether the energy of filling the states must be carried too.

For one sheet of states with constant density, facing an ideal metal surface, the pinning factor $S$ settles this: the field holds a fraction $1-S$ of the stored energy and the filling holds $S$. If $S$ is near one half in this model, the field energy alone misses about half the stored energy. When the states are spread in depth or the metal screens over a finite length, the field share is no longer $1-S$, and $S$ gives the division only once the depth profile or the screening is also known. Minimising without the filling term would also give complete pinning, whatever the density of states.

## Model and signs

The metal has work function $\Phi_M$. The dielectric has gap states in a plane at distance $\delta$ from the metal's surface charge, with permittivity $\varepsilon$ between. Their density $D$, per area and energy, is constant over the range that is filled or emptied. The plane is neutral when the states are filled up to the charge neutrality level, which lies $\Phi_0$ below the vacuum level. Define

$$\Delta=\Phi_0-\Phi_M .$$

Let $n$ be the number of electrons per area moved from the metal into the states. A negative $n$ means that the states have given electrons to the metal. The metal is an ideal reservoir: its Fermi level is fixed and its surface charge has no thickness. There is no fixed charge, and the field beyond the plane is zero. The temperature is zero for now.

The effective work function $\Phi_{\rm eff}$ is measured from the metal's Fermi level to the vacuum reference on the dielectric side of the dipole. The pinning factor is its slope,

$$S=\frac{d\Phi_{\rm eff}}{d\Phi_M},$$

taken with the dielectric, $D$ and $\delta$ held fixed. Thus $S=1$ means no pinning and $S=0$ means complete pinning.

## The three energies

**Driving term.** Before any dipole forms, the metal's Fermi level is at $-\Phi_M$ and the neutrality level at $-\Phi_0$. Moving one electron from the first to the second changes the energy by $-\Phi_0+\Phi_M=-\Delta$. For $n$ electrons the change is $-n\Delta$.

**Band filling.** Measure energy $E$ in the states from the neutrality level. If they are filled up to $E=x$, then $n=Dx$. For $x>0$, the added electrons cost

$$\int_0^x E\,D\,dE=\frac{Dx^2}{2}=\frac{n^2}{2D}.$$

For $x<0$, electrons are removed from levels below zero. Lifting each to the neutrality level costs $-E$, so the total is $\int_x^0(-E)D\,dE=Dx^2/2$, the same expression.

**Field.** The plane carries charge $-en$ per area and the metal surface carries $+en$. Gauss's law gives a field $en/\varepsilon$ pointing from metal to plane. An electron's potential energy rises along the field, so across the layer it changes by

$$V=\frac{e^2\delta}{\varepsilon}\,n=bn,\qquad b=\frac{e^2\delta}{\varepsilon}.$$

The field energy per area is the energy density times the thickness:

$$\frac{\varepsilon}{2}\left(\frac{en}{\varepsilon}\right)^2\delta=\frac{e^2\delta}{2\varepsilon}n^2=\frac{bn^2}{2}.$$

The total change is therefore

$$U(n)=-n\Delta+\frac{n^2}{2D}+\frac{bn^2}{2}.$$

"Stored energy" here means the last two terms. The driving term is linear in $n$ and is not part of it.

## Minimisation and the pinning factor

Setting the derivative to zero gives

$$-\Delta+\frac{n}{D}+bn=0 .$$

The second derivative, $1/D+b$, is positive, so this is the unique minimum. Since $n/D=x$ and $bn=V$, the condition reads $\Delta=x+V$. Part of the initial misalignment is taken up by filling and the rest by the dipole; the Fermi levels are then equal.

Multiply the condition by $D$ and solve:

$$n(1+bD)=D\Delta,\qquad n=\frac{D\Delta}{1+bD}.$$

The dipole raises the vacuum reference by $V$, so

$$\Phi_{\rm eff}=\Phi_M+bn=\Phi_M+\frac{bD}{1+bD}(\Phi_0-\Phi_M).$$

Differentiating with respect to $\Phi_M$ gives

$$S=1-\frac{bD}{1+bD}=\frac{1}{1+bD}=\frac{1}{1+e^2D\delta/\varepsilon}.$$

In terms of $S$,

$$n=DS\Delta,\quad x=S\Delta,\quad V=(1-S)\Delta,$$

$$\Phi_{\rm eff}=S\Phi_M+(1-S)\Phi_0 .$$

## The energy share

Divide the field energy by the stored energy. The factor $n^2/2$ cancels:

$$\frac{bn^2/2}{n^2/(2D)+bn^2/2}=\frac{b}{1/D+b}=\frac{bD}{1+bD}=1-S .$$

The share is thus the same for every nonzero $n$, at the minimum or away from it. Minimisation is needed to identify the ratio with the slope of the effective work function.

There is an equivalent circuit. The states act as a capacitance $e^2D$ and the layer as a capacitance $\varepsilon/\delta$, in series. Both carry charge of size $e|n|$. At equal charge $Q$, the energy $Q^2/(2C)$ and the voltage $Q/C$ are both proportional to $1/C$, so energy divides as voltage does. The layer takes the fraction $V/\Delta=1-S$ of each.

At the minimum, $\Delta=n(1/D+b)$, so the stored energy is

$$\frac{n^2}{2}\left(\frac1D+b\right)=\frac{n\Delta}{2},$$

and $U_{\min}=-n\Delta+n\Delta/2=-n\Delta/2$. Half of the driving energy is stored. The other half is released, as heat if no work is extracted.

## Weak and strong pinning

Keep $\Delta$ and $b$ fixed and vary $D$. From $V=bn=(1-S)\Delta$, the field energy is

$$\frac{V^2}{2b}=\frac{(1-S)^2\Delta^2}{2b}.$$

The filling energy is $S/(1-S)$ times this, or $S(1-S)\Delta^2/(2b)$.

When $D\to0$, $S\to1$ and both energies vanish, because no charge moves. When $D\to\infty$, $S\to0$ and the charge approaches the finite value $\Delta/b$. The field energy approaches $\Delta^2/(2b)$, while the filling energy again vanishes: a dense set of states takes the charge with almost no shift of its Fermi level. The filling energy is largest at $S=1/2$, where the two energies are equal.

## Worked example

Take a high-work-function metal on a dielectric like hafnium dioxide, with rough parameters: $\Phi_M=5.2$ eV, $\Phi_0=4.6$ eV, $D=10^{14}$ cm$^{-2}$ eV$^{-1}$, $\delta=0.25$ nm and relative permittivity 4 in the layer. In convenient units $D=1$ nm$^{-2}$ eV$^{-1}$, and $e^2/\varepsilon_0=18.095$ eV nm. Then

$$b=\frac{18.095\times0.25}{4}=1.131\ \text{eV nm}^2,$$

$$bD=1.131,\qquad S=\frac1{2.131}=0.469 .$$

With $\Delta=4.6-5.2=-0.6$ eV,

$$n=1\times0.4693\times(-0.6)=-0.282\ \text{nm}^{-2}.$$

The states give $2.8\times10^{13}$ electrons per cm$^2$ to the metal, a charge of size 4.5 µC/cm$^2$. The dipole step is $V=0.5307\times(-0.6)=-0.318$ eV, so $\Phi_{\rm eff}=5.2-0.318=4.88$ eV.

The energies per area are

$$\frac{n^2}{2D}=0.0396\ \text{eV/nm}^2,\qquad \frac{bn^2}{2}=0.0448\ \text{eV/nm}^2 .$$

Their sum is 0.0845 eV/nm$^2$, or 1.35 µJ/cm$^2$. The field share is $0.0448/0.0845=0.53$, equal to $1-S$. The driving energy $n\Delta$ is 0.169 eV/nm$^2$, twice the stored energy.

A second metal with $\Phi_M=4.1$ eV has $\Delta=+0.5$ eV. Its effective work function rises to $4.1+0.5307\times0.5=4.37$ eV. With the dielectric parameters unchanged, a span of 1.10 eV between the metals becomes 0.52 eV.

## When the charge is spread in depth

The single plane is essential. Suppose instead that the states have volume density $g(z)=(D/\lambda)e^{-z/\lambda}$ for $z>0$, with the metal surface at $z=0$. Let $\nu(z)$ be the added electrons per volume and $V(z)$ the potential-energy step from the metal to depth $z$. Local equilibrium and Poisson's equation give

$$\nu=g(\Delta-V),\qquad V''=-\frac{e^2}{\varepsilon}\nu,$$

with $V(0)=0$ and $V'(\infty)=0$. The field energy, integrated by parts, is

$$\frac{\varepsilon}{2e^2}\int V'^2dz=-\frac{\varepsilon}{2e^2}\int VV''dz=\frac12\int\nu V\,dz .$$

The filling energy is $\int\nu^2/(2g)\,dz=\frac12\int\nu(\Delta-V)\,dz$. Their sum is $n\Delta/2$, with $n=\int\nu\,dz$. Hence

$$\text{field share}=\frac{\int\nu V\,dz}{n\Delta},\qquad 1-S=\frac{V(\infty)}{\Delta}.$$

The share contains the mean step seen by the charge; $1-S$ contains the full step.

To find $S$, put $u=\Delta-V$, so that $u''=(e^2D/\varepsilon\lambda)e^{-z/\lambda}u$. With $\alpha=e^2D\lambda/\varepsilon$ and $s=2\sqrt\alpha\,e^{-z/2\lambda}$, we have $d/dz=-(s/2\lambda)\,d/ds$, and the equation becomes

$$s^2\frac{d^2u}{ds^2}+s\frac{du}{ds}-s^2u=0 .$$

This is the modified Bessel equation of order zero. The solution with no field at large depth is $u=\Delta I_0(s)/I_0(2\sqrt\alpha)$. Since $I_0(0)=1$,

$$S=\frac{u(\infty)}{\Delta}=\frac{1}{I_0(2\sqrt\alpha)} .$$

Because $I_0(s)$ falls as depth increases, $V/\Delta$ rises with depth, and its mean over the charge is below its final value. The field share is therefore smaller than $1-S$.

For $\lambda=0.25$ nm, the mean depth of the states equals the earlier $\delta$ and $\alpha=1.131$. Then $S=0.40$ and $1-S=0.60$, but numerical minimisation with the states divided among 1000 planes gives a field share of 0.28.

The weak-coupling limit shows where a factor near two comes from. To lowest order $\nu=g\Delta$, and charge at $z'$ produces a step at $z$ proportional to the smaller of the two depths. For two independent exponential depths, the smaller exceeds $z$ with probability $e^{-2z/\lambda}$, so its mean is $\lambda/2$. The share is then $\alpha/2$, while $1-S=\alpha$. In the example the ratio is $0.28/0.60=0.47$. It stays near one half because strong coupling has the same limit: for large $\alpha$ the states screen within a thin layer where field and filling energies are equal, so the share tends to $1/2$ while $1-S\to1$. In between, the ratio dips to about 0.45 near $\alpha=3$.

## When the metal surface has thickness

Return to the single plane, but let the metal screen over a Thomas–Fermi length $\ell$, with permittivity $\varepsilon_0$. For $z<0$ the potential energy relative to the interior is $W=W_0e^{z/\ell}$. With volume density of states $g_m$, the metal loses $g_mW$ electrons per volume, and $\ell^2=\varepsilon_0/(e^2g_m)$. The total loss must be $n$, so

$$g_mW_0\ell=n,\qquad W_0=\frac{e^2\ell}{\varepsilon_0}n .$$

The metal's filling and field energies are

$$\int_{-\infty}^0\frac{g_mW^2}{2}dz=\frac{g_mW_0^2\ell}{4}=\frac{e^2\ell n^2}{4\varepsilon_0},$$

$$\frac{\varepsilon_0}{2e^2}\int_{-\infty}^0W'^2dz=\frac{\varepsilon_0W_0^2}{4e^2\ell}=\frac{e^2\ell n^2}{4\varepsilon_0}.$$

They are equal. The whole drop $W_0$ adds to the dipole step, but half of the associated energy is filling energy. With $c=e^2\ell/\varepsilon_0$,

$$S=\frac1{1+D(b+c)},\qquad \text{field share}=\frac{D(b+c/2)}{1+D(b+c)}.$$

For a rough $\ell=0.05$ nm, $c=0.905$ eV nm$^2$. This gives $S=0.33$ and $1-S=0.67$, with a field share of 0.52. Here $\delta$ is measured from the nominal surface $z=0$; if it is measured from the centroid of the metal's charge, as in the first model, the extra step must not be added again. The Thomas–Fermi model also places the induced charge inside the metal, which a quantum surface need not do. In self-consistent local-density jellium facing vacuum, at the densities of simple metals, the centroid lies about 0.08 nm outside the edge of the positive background. Measured from that edge, screening would shorten the distance and raise $S$. These numbers show how the share departs from $1-S$; they do not give the sign of the correction for a real metal.

## Varying density and temperature

For a density $D(E)$ in a single plane, equilibrium still requires $x+bn(x)=\Delta$. The field share equals $V/\Delta=1-x/\Delta$ if the filling energy is $nx/2$. The difference is

$$\int_0^xE\,D(E)\,dE-\frac{nx}{2}=\int_0^x\left(E-\frac x2\right)D(E)\,dE .$$

It vanishes for constant $D$. If $D$ rises away from neutrality, the outer half of the range has more weight, the difference is positive, and the field share falls below $1-x/\Delta$.

Since $\Phi_{\rm eff}=\Phi_0-x$, the ratio $x/\Delta$ is the secant slope measured from the neutral case. The local slope is $dx/d\Delta=1/[1+bD(x)]$. As a case, let $D(E)=D_0[1+(E/w)^2]$, with $w=1$ eV and $D_0$ equal to the earlier $D$. A numerical root of the equilibrium condition gives a field share of 0.534. One minus the secant slope is 0.537, and one minus the local slope is 0.549. The equality is only slightly disturbed here.

Temperature does not disturb it while $D$ is constant far beyond the thermal range. Shifting a Fermi function by $x$ changes its integral over energy by $x$, so $n=Dx$ remains true. The free energy of filling, $\int x\,dn=n^2/(2D)$, also keeps its form. Ending the states at rough band edges 3.7 eV below and 2.1 eV above neutrality changes $n$, at fixed $x$ and 398 K, by less than one part in a million.

## Gate field and fixed charge

Let a field beyond the plane add the displacement of $m$ electrons per area, held fixed. The layer energy becomes $b(n+m)^2/2$, and the minimum satisfies

$$-\Delta+\frac nD+b(n+m)=0 .$$

Adding $m/D$ to both sides gives $(n+m)(1/D+b)=\Delta+m/D$. Therefore

$$V=b(n+m)=(1-S)\Delta+Sbm .$$

The states reduce the direct shift $bm$ by the factor $S$. An oxide field of 1 MV/cm with static relative permittivity 20 corresponds to $|m|=0.11$ nm$^{-2}$ and a shift of size 0.06 eV. Its sign follows the field direction. The energy-share theorem no longer applies, because the field energy is not proportional to $n^2$. Fixed charge in the plane enters the layer energy in the same way.

## Reading the numbers for a real gate

The parameters are of the rough size used for metal gates on hafnium dioxide, but $D$, $\delta$ and the layer permittivity are not independently established here; $S$ depends on them through $D\delta/\varepsilon$ alone. The layer value 4 assumes mainly electronic response at atomic distance. Using the static value 20 there would reduce $bD$ to 0.226 and raise $S$ to 0.82. This choice changes $S$ more than depth spread or metal screening does, but unlike them it leaves the field share equal to $1-S$. For $\Phi_M=5.2$ eV, depth spread alone changes $\Phi_{\rm eff}$ from 4.88 to 4.84 eV if the permittivity is 4 over the whole tail; with the value 20 beyond 0.25 nm it gives 4.91 eV instead. Thomas–Fermi screening alone gives 4.80 eV, but the sign of that shift is a property of the model and of where $\delta$ begins. Real stacks can also contain charged defects: $1.1\times10^{13}$ elementary charges per cm$^2$ in the plane would shift $\Phi_{\rm eff}$ by 0.06 eV; charge lying deeper in the oxide adds a further drop.

The dipole field is $0.318\ \text{V}/0.25\ \text{nm}=12.7$ MV/cm, about 2.5 times a rough bulk breakdown strength of 5 MV/cm. A bulk strength is not a direct criterion for a layer of atomic thickness: the drop gives an electron 0.32 eV, far below the 5.8 eV gap assumed here. The large field does make the constant permittivity an assumption. The moved charges have a mean spacing of 1.9 nm, much more than $\delta$. The uniform-plane energy therefore suits states extended along the interface; isolated traps would need their separate Coulomb energies.

Inferring the energy division from a measured $S$ thus requires more than a straight line of $\Phi_{\rm eff}$ against $\Phi_M$. The depth-spread model also gives a straight line, yet its field share is less than half of $1-S$ in the example.

Numbers in the example were calculated in double precision.
